\section*{Why isotropic interfacial antisymmetric exchange cannot stabilize a circular antiskyrmion}

\section{The error to be avoided}

Suppose a strong interfacial antisymmetric exchange is treated as a general reward for twisting magnetization. One would then expect the same film to hold skyrmions and antiskyrmions. For the film computed below, this credits a circular antiskyrmion with $0.70$ eV of chiral energy that it does not receive. Its predicted energy would be $0.43$ eV instead of $1.13$ eV, and a texture that shrinks would be mistaken for one with a preferred size.

The missing gain is a matter of angles. We isolate the chiral energy along each film axis, add the two parts, and then weigh the sum against exchange and anisotropy.

\section{Energy and texture}

Let $\mathbf m$ be the unit magnetization, uniform through a film of thickness $t$. Relative to the state $m_z=1$, take
\begin{equation}
E=t\int d^2r\,[A|\nabla\mathbf m|^2+K(1-m_z^2)+D_xL_x+D_yL_y],
\end{equation}
where $A,K>0$, $K$ is the effective perpendicular anisotropy, and
\begin{align}
L_x&=m_z\partial_xm_x-m_x\partial_xm_z,\\
L_y&=m_z\partial_ym_y-m_y\partial_ym_z.
\end{align}
The isotropic interface has $D_x=D_y=D$. A film with only twofold symmetry and mirror planes along the axes may have $D_x\ne D_y$.

A circular texture is
\begin{equation}
\mathbf m=(\sin\theta\cos\Phi,\ \sin\theta\sin\Phi,\ \cos\theta),\qquad \Phi=\nu\varphi+\gamma,
\end{equation}
with $\theta=\theta(r)$, $\theta(0)=\pi$ and $\theta(\infty)=0$. Here $\varphi$ is the angle of position and $\Phi$ that of the in-plane magnetization. The skyrmion has $\nu=1$, the antiskyrmion $\nu=-1$.

\section{The chiral contributions}

\subsection{Each axis separately}

Differentiation gives
\begin{align}
\partial_xm_x&=\cos\theta\cos\Phi\,\partial_x\theta-\sin\theta\sin\Phi\,\partial_x\Phi,\\
\partial_xm_z&=-\sin\theta\,\partial_x\theta.
\end{align}
In $L_x$ the terms with $\partial_x\theta$ carry $\cos^2\theta+\sin^2\theta=1$. The same happens in $L_y$, so
\begin{align}
L_x&=\cos\Phi\,\partial_x\theta-\sin\theta\cos\theta\sin\Phi\,\partial_x\Phi,\\
L_y&=\sin\Phi\,\partial_y\theta+\sin\theta\cos\theta\cos\Phi\,\partial_y\Phi.
\end{align}
With a prime for $d/dr$, we have $\partial_x\theta=\theta'\cos\varphi$ and $\partial_y\theta=\theta'\sin\varphi$. Also $\partial_x\Phi=-\nu\sin\varphi/r$ and $\partial_y\Phi=\nu\cos\varphi/r$. Writing $q=\sin\theta\cos\theta/r$,
\begin{align}
L_x&=\theta'\cos\Phi\cos\varphi+\nu q\sin\Phi\sin\varphi,\\
L_y&=\theta'\sin\Phi\sin\varphi+\nu q\cos\Phi\cos\varphi.
\end{align}

\subsection{Sum, difference and average}

The addition formulas for cosines give
\begin{align}
L_x+L_y&=\cos[(\nu-1)\varphi+\gamma]\,(\theta'+\nu q),\\
L_x-L_y&=\cos[(\nu+1)\varphi+\gamma]\,(\theta'-\nu q).
\end{align}
The average of $\cos(n\varphi+\gamma)$ over a circle is $\cos\gamma$ for $n=0$ and zero for any other integer $n$. For the antiskyrmion,
\begin{equation}
\langle L_x+L_y\rangle=0,\qquad
\langle L_x-L_y\rangle=\cos\gamma\,(\theta'+q).
\end{equation}
The first average vanishes at every radius, for every profile and every $\gamma$. For the skyrmion the roles are exchanged: the sum survives and the difference vanishes.

For general couplings we split
\begin{equation}
D_xL_x+D_yL_y=\frac{D_x+D_y}{2}(L_x+L_y)+\frac{D_x-D_y}{2}(L_x-L_y).
\end{equation}
Integration over the plane then gives
\begin{equation}
E_{\rm DM}=2\pi t\,D_\nu\cos\gamma\;I,\qquad I=\int_0^\infty(r\theta'+\sin\theta\cos\theta)\,dr,
\end{equation}
with $D_{+1}=(D_x+D_y)/2$ and $D_{-1}=(D_x-D_y)/2$. Equal couplings give $D_{-1}=0$; opposite couplings $(D,-D)$ give $D_{-1}=D$.

\subsection{The radial factor is never zero}

A nonzero angular factor would not help if $I$ could vanish. Let $0\le\theta\le\pi$, with $r\theta\to0$ at large $r$. Integrating the first term by parts, with no boundary contribution,
\begin{equation}
I=-\int_0^\infty\left(\theta-\tfrac12\sin2\theta\right)dr<0,
\end{equation}
because $2\theta>\sin2\theta$ for $\theta>0$. For $D>0$ the opposite couplings therefore give a gain at $\gamma=0$. For $D<0$ the gain is at $\gamma=\pi$.

The angle $\gamma$ is an orientation. Rotating an antiskyrmion rigidly by $\alpha$, positions and spins together, turns $\Phi(\varphi)$ into $\Phi(\varphi-\alpha)+\alpha=-\varphi+\gamma+2\alpha$. A turn by $45^\circ$ from the best orientation thus removes the gain, and a turn by $90^\circ$ makes it a cost.

\subsection{What happens around the wall}

Take $\gamma=0$. On the positive $x$ axis the in-plane magnetization of an antiskyrmion points outward. On the positive $y$ axis $\Phi=-90^\circ$, and it points inward. The wall has one sense of rotation where its normal lies along $x$ and the reverse where its normal lies along $y$. Equal couplings reward one pair of sides and charge the other pair the same amount. Reversing $D_y$ turns the charge into a second reward.

The cancellation is global, not local: the isotropic density is $D\cos(2\varphi-\gamma)(\theta'-q)$. It pulls the texture out of its circular shape, an effect weighed in Section~\ref{sec:stretch}.

\subsection{The limit of a narrow wall}

Let the wall, where $\theta=\pi/2$, lie at radius $R$, much larger than the wall width. The function $f=\theta-\frac12\sin2\theta$ is then $\pi$ inside and zero outside, so $I\simeq-\pi R$ and
\begin{equation}
E_{\rm DM}\simeq-2\pi^2RtD
\end{equation}
for the favoured antiskyrmion at $(D,-D)$. The gain is proportional to the length of the wall. Since $f(\pi-\theta)=\pi-f(\theta)$, a wall antisymmetric about $R$ has no correction from the region $r<2R$, so the estimate can hold for a fairly broad wall too.

\section{Exchange and anisotropy: what sets the size}

Replace $\mathbf m(\mathbf r)$ by $\mathbf m(\mathbf r/\lambda)$. The area grows as $\lambda^2$ and each derivative brings $1/\lambda$. Exchange has two derivatives, chiral energy one, anisotropy none:
\begin{equation}
E(\lambda)=E_{\rm ex}+\lambda E_{\rm DM}+\lambda^2E_K .
\end{equation}
For the circular antiskyrmion at equal couplings $E_{\rm DM}=0$. Then $dE/d\lambda=2\lambda E_K>0$, and shrinking lowers the energy at every finite size. Exchange does not resist, because its energy does not depend on scale.

If $E_{\rm DM}<0$, the minimum lies at $\lambda=-E_{\rm DM}/(2E_K)$. A texture already at equilibrium has $\lambda=1$, hence
\begin{equation}
E_{\rm DM}=-2E_K,\qquad E=E_{\rm ex}-E_K .
\end{equation}
The argument assumes this model. Frustrated exchange, with higher derivatives, has other powers of $\lambda$ and may select a size without a chiral gain.

The equilibrium profile at $(D,-D)$ follows from
\begin{equation}
\frac{E}{2\pi t}=\int_0^\infty\left[A\left(r\theta'^2+\frac{\sin^2\theta}{r}\right)+Kr\sin^2\theta+D(r\theta'+\sin\theta\cos\theta)\right]dr .
\end{equation}
The Euler--Lagrange equation is
\begin{equation}
2A(r\theta''+\theta')+D=\left(\frac{2A}{r}+2Kr\right)\sin\theta\cos\theta+D\cos2\theta .
\end{equation}
Using $1-\cos2\theta=2\sin^2\theta$ and dividing by $2Ar$,
\begin{equation}
\theta''+\frac{\theta'}r-\frac{\sin\theta\cos\theta}{r^2}-\frac KA\sin\theta\cos\theta+\frac DA\frac{\sin^2\theta}{r}=0 .
\end{equation}

\section{A reflection that relates the two textures}

Reverse $m_y$ at every point and leave positions alone. Exchange, anisotropy and $L_x$ are unchanged, while $L_y$ changes sign. Hence
\begin{equation}
E[m_x,m_y,m_z;D_x,D_y]=E[m_x,-m_y,m_z;D_x,-D_y].
\end{equation}
The same operation sends $\Phi$ to $-\Phi$ and so exchanges $\nu=1$ and $\nu=-1$. Within this model, the antiskyrmion at $(D,-D)$ has the energy of the skyrmion at $(D,D)$, and one is a local minimum whenever the other is. The relation holds for distorted textures as well.

\section{Can elongation rescue the isotropic case?}
\label{sec:stretch}

Since equal couplings reward the sides with normal along $x$, lengthening those sides helps. Consider
\begin{equation}
\mathbf m_{\lambda,p}(x,y)=\mathbf m\!\left(\frac{px}{\lambda},\frac{y}{\lambda p}\right),
\end{equation}
which stretches a circular antiskyrmion with $\gamma=0$ by $p$ along $y$ and compresses it by $p$ along $x$.

In the circle, $|\partial_x\mathbf m|^2=\theta'^2\cos^2\varphi+\sin^2\theta\sin^2\varphi/r^2$ averages to half of $|\nabla\mathbf m|^2$. Exchange therefore splits equally between the axes, and the parts scale as $p^2$ and $p^{-2}$. The chiral parts are $-g$ along $x$ and $+g$ along $y$, where $g=\pi tD|I|$ for $D>0$. They scale as $\lambda p$ and $\lambda/p$. Thus
\begin{equation}
E=\frac{E_{\rm ex}}2(p^2+p^{-2})-g\lambda\left(p-\frac1p\right)+\lambda^2E_K .
\end{equation}
With $u=p-1/p$ we have $p^2+p^{-2}=u^2+2$. Minimizing over $u$ gives $u=g\lambda/E_{\rm ex}$ and
\begin{equation}
E_{\min}(\lambda)=E_{\rm ex}+\lambda^2\left(E_K-\frac{g^2}{2E_{\rm ex}}\right).
\end{equation}
Distortion does recover some chiral energy, but at second order in $g$. There is still no term linear in $\lambda$, hence no isolated minimum at finite size. A positive bracket means collapse; a negative one means unlimited growth within this family.

This does not exclude every deformed antiskyrmion. More general shapes can concentrate the unfavourable rotation in short wall segments, and the theorem on the circular average does not decide their fate.

\section{The contributions in numbers}

Take $A=10$ pJ/m, $K=0.90$ MJ/m$^3$, $|D|=3.0$ mJ/m$^2$, $t=0.40$ nm and saturation magnetization $M_s=1.7$ MA/m. These are round illustrative values, chosen with an iron double layer on W(110) in mind, not fitted to it. The wall length is $\sqrt{A/K}=3.3$ nm.

The coupling must not be so strong that straight walls form spontaneously. For a wall with normal $x$, $A\theta'^2+K\sin^2\theta\ge2\sqrt{AK}\,|\theta'\sin\theta|$, which integrates to $4\sqrt{AK}$ per unit wall area. The best chiral term contributes $-\pi|D|$. The wall energy is positive for $|D|<4\sqrt{AK}/\pi=3.82$ mJ/m$^2$, which the example satisfies.

The equilibrium profile has $m_z=0$ at $R=4.67$ nm. With this profile held fixed for both textures, the energies in eV are:
\begin{center}
\begin{tabular}{lrrr}
texture and couplings & $x$ part & $y$ part & chiral sum\\
skyrmion, $(D,D)$ & $-0.352$ & $-0.352$ & $-0.704$\\
antiskyrmion, $(D,D)$ & $-0.352$ & $+0.352$ & $0$\\
antiskyrmion, $(D,-D)$ & $-0.352$ & $-0.352$ & $-0.704$
\end{tabular}
\end{center}
These come from integrating the Cartesian definitions over the plane. The gain of $0.704$ eV is $1.13\times10^{-19}$ J. The narrow-wall formula gives
\begin{equation}
2\pi^2(4.674\times10^{-9})(0.40\times10^{-9})(3.0\times10^{-3})\ {\rm J}=1.11\times10^{-19}\ {\rm J},
\end{equation}
about 2\% below the full value, although $R$ is only $1.4$ wall lengths.

Exchange costs $0.782$ eV and anisotropy $0.352$ eV. At opposite couplings the antiskyrmion has
\begin{equation}
0.782+0.352-0.704=0.430\ {\rm eV},
\end{equation}
and the chiral gain is twice the anisotropy cost, as equilibrium requires. At equal couplings the same circular texture costs $0.782+0.352=1.134$ eV. Halving all its lengths lowers this to $0.782+0.352/4=0.870$ eV.

Elongation does not reverse the trend. Here $g=0.352$ eV, and the bracket is
\begin{equation}
0.352-\frac{0.352^2}{2(0.782)}=0.273\ {\rm eV}>0 .
\end{equation}
At $\lambda=1$ the best stretch has $u=0.352/0.782=0.45$, or $p\simeq1.25$. It recovers only $0.079$ eV.

A lattice relaxation, free to take any shape, was also followed down the energy gradient with a step of $0.67$ nm. To identify the texture we use the charge
\begin{equation}
Q=\frac1{4\pi}\int\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r
=\frac\nu2\int_0^\infty\sin\theta\,\theta'\,dr=-\nu,
\end{equation}
so the antiskyrmion has $Q=1$. At $(D,-D)$ the start was enlarged by $1.3$ and stretched with $p=1.15$. It returned to a size ratio of $1.000$ between $y$ and $x$, kept $Q=1$ and reached $0.432$ eV. At $(D,D)$ a circular start lost its charge. The run was stopped at the first inspection that found $Q=0$, with $0.005$ eV still above the uniform state. This shows collapse for this start and these parameters, not for all possible shapes.

\section{Contributions left out, and the real film}

\subsection{Dipolar energy}

The constant $K$ contains the local demagnetizing term $-\mu_0M_s^2/2$. The rest depends on the wavevector $k$. A perpendicular mode puts opposite charges on the two film faces. A charged sheet of density $\sigma$ has potential $\sigma e^{-k|z|}/(2k)$, so the two faces give the demagnetizing factor $N_z=(1-e^{-kt})/(kt)$. The trace of the demagnetizing tensor is one, so an in-plane mode along $\mathbf k$ has the factor $G=1-N_z$. Relative to the local term, $m_z$ variations gain energy with weight $G$, and in-plane components along $\mathbf k$ cost energy with the same weight.

The gain is $0.043$ eV for the antiskyrmion, and the same for the skyrmion because $m_z$ is identical. The cost differs. At $\gamma=0$ the Fourier transform of the in-plane part points along $(\cos\varphi_k,\sin\varphi_k)$ for the skyrmion and $(\cos\varphi_k,-\sin\varphi_k)$ for the antiskyrmion. The latter has projection $\cos2\varphi_k$ on $\mathbf k$, whose square averages to one half. The computed costs are $0.040$ and $0.020$ eV. At fixed profile, dipolar energy thus favours the antiskyrmion at $(D,-D)$ over the skyrmion at $(D,D)$ by $0.020$ eV, about 5\% of the total energy.

\subsection{Temperature and atomic structure}

For any texture with $|Q|=1$, $|\nabla\mathbf m|^2\ge2|\partial_x\mathbf m\times\partial_y\mathbf m|$ gives an exchange energy of at least $8\pi At=0.627$ eV. The profile $\tan(\theta/2)=a/r$ has $\theta'=-\sin\theta/r$ and reaches this bound; cutting off its tail at a radius much larger than $a$ changes the exchange energy by as little as we like. Chiral and anisotropy energies vanish as such a texture shrinks to a point, so $8\pi At$ is the lowest energy at which the continuum texture can collapse. If no higher point lies on the way, the barrier at $(D,-D)$ is $0.627-0.430=0.197$ eV. In the continuum this is roughly $230\,k_BT$ at 10 K and $8\,k_BT$ at 300 K, with the magnetic parameters held fixed.

Atoms lower the barrier. For an atomic spacing of $0.30$ nm, the leading lattice correction to exchange is only $-0.0008$ eV at equilibrium size, but the continuum fails near the end of a collapse. Consider a square lattice of that spacing, with nearest-neighbour couplings matched to $A$ and $D$. Centre the profile $\tan(\theta/2)=\sinh(R/w)/\sinh(r/w)$ between four atoms, keep $w=2.3$ nm, and let $R$ shrink to zero. The energy along this path peaks at about $0.53$ eV, so the barrier on this lattice, with dipolar energy left out, is at most about $0.10$ eV, half the continuum value. That is about $120\,k_BT$ at 10 K and $4\,k_BT$ at 300 K. Such a texture would suit a low-temperature experiment, not a room-temperature memory.

\subsection{Iron on W(110)}

The twofold surface of W(110) permits unequal couplings, which is why it suits this example; equal and opposite values are an idealization, not a measured property of the iron film. The chosen $|D|$ is likewise an assumption; since the coupling comes from the interface, the quantity to compare between films of different thickness is $|D|t=1.2$ pJ/m. If $D_y=-D/2$ instead of $-D$, the chiral gain at fixed profile falls from $0.704$ to $0.528$ eV, a loss of one quarter, as $(D_x-D_y)/2=0.75D$ requires. The remaining isotropic part also distorts the circle. So would unequal exchange stiffness along the two axes, which the same twofold symmetry permits and which this model leaves out. A twofold in-plane anisotropy with energy density $K_2m_x^2$ and $K_2=0.10$ MJ/m$^3$, an assumed value rather than a measured one, adds $0.020$ eV at fixed profile. The cost is proportional to $K_2$, which in a twofold film need not be small compared with $K$. Fixed-profile numbers also hide the change of size. Relaxed on a lattice of step $0.40$ nm, the antiskyrmion at $D_y=-D/2$ shrinks to about half its size and has about $0.55$ eV; at $(D,-D)$ with $K_2=1.0$ MJ/m$^3$ it also halves and has about $0.53$ eV. The margin below $8\pi At$ then falls from about $0.20$ eV to about $0.08$ and $0.10$ eV, before any lowering of the collapse point by the atomic lattice. The barrier estimated above therefore applies only near equal and opposite couplings with weak in-plane anisotropy.

For choosing a film, a nonzero circular gain needs only $D_x\ne D_y$. For the antiskyrmion to gain more than the skyrmion at the same profile, one needs $|D_x-D_y|>|D_x+D_y|$, which is equivalent to $D_xD_y<0$. That condition concerns the chiral energy; a usable texture also needs walls of positive energy and a barrier large compared with $k_BT$. Apart from the lattice estimate of the barrier and the relaxed energies of this subsection, the values used here are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
exchange stiffness A = 10.0 pJ/m
effective anisotropy K = 0.90 MJ/m^3
coupling magnitude D = 3.00 mJ/m^2
film thickness t = 0.40 nm
saturation magnetization Ms = 1.70 MA/m
wall length sqrt(A/K) = 3.333 nm
reduced coupling D/sqrt(AK) = 1.000 (dimensionless)
cycloid threshold 4 sqrt(AK)/pi = 3.820 mJ/m^2
radius where mz = 0: 4.674 nm
exchange energy, both textures = 0.7824 eV
anisotropy energy, both textures = 0.3521 eV
Equal couplings (D, D):
 skyrmion chiral energy, x part = -0.3521 eV
 skyrmion chiral energy, y part = -0.3521 eV
 skyrmion chiral energy, sum = -0.7043 eV
 antiskyrmion chiral energy, x part = -0.3521 eV
 antiskyrmion chiral energy, y part = 0.3521 eV
 antiskyrmion, |sum| below 1e-6 eV: True
 circular antiskyrmion total = 1.1345 eV
 same, all lengths halved = 0.8704 eV
 elongation constant g = 0.3521 eV
 bracket E_K - g^2/(2 E_ex) = 0.2729 eV
Opposite couplings (D, -D):
 antiskyrmion chiral energy = -0.7043 eV
 the same in joules = -1.128e-19 J
 skyrmion, |chiral energy| below 1e-6 eV: True
 antiskyrmion total energy = 0.4302 eV
Free lattice relaxation of antiskyrmions (initial charge 1):
 lattice step = 0.667 nm
 (D,-D): final charge 1, energy 0.4315 eV
 (D,-D): final y/x size ratio 1.0000
 (D, D): final charge 0, energy 0.0052 eV
 reduced relaxation times: 24.0 and 2.0
Neglected effects:
 nonlocal dipolar, mz part, antiskyrmion = -0.0426 eV
 dipolar volume charge, antiskyrmion = 0.0200 eV
 dipolar volume charge, skyrmion = 0.0399 eV
 in-plane anisotropy, 0.10 MJ/m^3: 0.0196 eV
 atomic spacing 0.30 nm, exchange: -0.0008 eV
 chiral energy if Dy = -D/2: -0.5282 eV
 continuum collapse barrier = 0.1972 eV
 kT at 10 K = 0.00086 eV; barrier/kT = 228.9
 kT at 300 K = 0.02585 eV; barrier/kT = 7.6
\end{verbatim}
